\section*{Dispersion adhesion of two half-spaces and the contact gap}

\section{What the contact gap does to a bonding model}

A bonding model that takes its contact gap from the lattice spacing can severely underestimate the attractive part of the adhesion energy. For the rigid simple cubic crystals treated below, averaged over lateral registry, that part comes out too small by a factor of about seven. The adhesion energy varies as the inverse square of a length that is not the distance between atomic planes, so the formula is usable only together with a definition of that length.

The formula concerns two rigid bodies that fill half-spaces with parallel flat faces, separated by a vacuum gap $D$. Their atom densities are $\rho_1$ and $\rho_2$. An atom of one body and an atom of the other, a distance $r$ apart, have the dispersion energy $-C/r^6$ with $C>0$. The work per unit area needed to take the faces from a contact gap $D_0$ to infinite separation is
\begin{equation}
W=\frac{A}{12\pi D_0^2},\qquad A=\pi^2 C\rho_1\rho_2 ,
\label{eq:main}
\end{equation}
where $A$ is the Hamaker constant. Pair energies are taken as additive, retardation is neglected, and each body is a continuum up to its face. Chemical bonds across the interface, electrostatic forces, relaxation of the surfaces and higher dispersion terms such as $-C_8/r^8$ are left out. Short-range repulsion is also absent from \eqref{eq:main} and is added in Section~\ref{sec:rep}.

Hartree atomic units are used: energies in $E_\mathrm{h}$, lengths in $a_0$. Equation \eqref{eq:main} holds unchanged in SI units, with $A$ in joules and $D_0$ in metres.

\section{From atom pairs to half-spaces}

Take one atom of body 1 at height $h$ above the face of body 2. A thin layer of body 2 at vertical distance $z\ge h$ from the atom consists of rings of radius $s$ and area $2\pi s\,ds$, whose atoms lie at $r^2=s^2+z^2$. With $q=s^2+z^2$ and $dq=2s\,ds$,
\begin{equation}
\int_0^\infty\frac{2\pi s\,ds}{(s^2+z^2)^3}
=\pi\int_{z^2}^\infty\frac{dq}{q^3}
=\frac{\pi}{2z^4}.
\label{eq:ring}
\end{equation}
Summing the layers gives the energy of the atom,
\begin{equation}
u(h)=-C\rho_2\int_h^\infty\frac{\pi}{2z^4}\,dz
=-\frac{\pi C\rho_2}{6h^3}.
\label{eq:atom}
\end{equation}

Now take all atoms of body 1 in a column of unit cross-section, starting at $h=D$. Body 2 keeps its full lateral extent. Restricting both bodies to the same column would discard the oblique pairs. The energy per unit area is
\begin{align}
E(D)&=\rho_1\int_D^\infty u(h)\,dh
=-\frac{\pi C\rho_1\rho_2}{6}\int_D^\infty\frac{dh}{h^3}\nonumber\\
&=-\frac{\pi C\rho_1\rho_2}{12D^2}
=-\frac{A}{12\pi D^2}.
\label{eq:energy}
\end{align}
The last form uses $\pi C\rho_1\rho_2=A/\pi$. There is no factor $1/2$ for double counting, because each pair has one member in each body and is met once. Since $E(\infty)=0$, the work of separation is $W=E(\infty)-E(D_0)=A/(12\pi D_0^2)$, which is \eqref{eq:main}.

This $W$ refers to one unit area of interface. Separating two identical bodies creates two surfaces, so within this rigid model the energy per unit area of new surface is $W/2$. An input field labelled ``surface energy'' needs $W/2$, and one labelled ``work of adhesion'' needs $W$.

\section{Pressure and the separation law}

A model that follows the separation step by step needs the traction as well as the energy. Let $P$ be the attractive pressure, positive when the bodies pull on each other. Opening the gap by $dD$ costs $P\,dD=dE$, so
\begin{equation}
P(D)=\frac{dE}{dD}=\frac{A}{6\pi D^3}.
\label{eq:pressure}
\end{equation}

The pair forces give the same result independently. The derivative of $-C/r^6$ with respect to $z$ is $6Cz/r^8$, and its integral over a layer is
\begin{equation}
\int_0^\infty\frac{6Cz\,2\pi s\,ds}{(s^2+z^2)^4}
=6\pi Cz\int_{z^2}^\infty\frac{dq}{q^4}
=\frac{2\pi C}{z^5}.
\end{equation}
Integrating over $z$ from $h$ to infinity gives $\pi C/(2h^4)$, and over $h$ from $D$ to infinity gives $\pi C/(6D^3)$. Multiplication by $\rho_1\rho_2$ reproduces \eqref{eq:pressure}.

The work still to be done once the gap has reached $L$ is
\begin{equation}
\int_L^\infty P\,dD=\frac{A}{12\pi L^2}=W\left(\frac{D_0}{L}\right)^2 .
\label{eq:remaining}
\end{equation}
Half of $W$ has therefore been spent when $L=\sqrt2\,D_0$. The harm done by neglecting retardation is limited too, but it must be judged by the distance $r$ between atoms, since some pairs are far apart even at contact. Per unit area there are $\rho_1\rho_2(z-D_0)\,dz$ pairs of layers at vertical distance $z$, each weighted by the ring area $2\pi r\,dr$. Integrating over $z$ from $D_0$ to $r$ gives $\pi\rho_1\rho_2\,r(r-D_0)^2\,dr$ atom pairs at distance $r$. The share of $W$ carried by pairs farther apart than $R$ is therefore
\begin{equation}
12D_0^2\int_R^\infty\frac{(r-D_0)^2}{r^5}\,dr<6\left(\frac{D_0}{R}\right)^2 .
\end{equation}
If retardation weakens only the attraction of pairs beyond $R$, it can remove no more than this share. For $D_0=0.159$~nm and an illustrative $R=10$~nm the share is $1.5\times10^{-3}$. In real pairs retardation sets in gradually, so this figure gives the order of magnitude and is not a strict bound. For atoms with a single oscillator frequency between 0.3 and $1\,E_\mathrm{h}/\hbar$, the Casimir--Polder pair energy lowers $W$ by $0.5\times10^{-3}$ to $4\times10^{-3}$ of its value, mostly through pairs closer than 10~nm. The force between surfaces that are already far apart has no such protection.

\section{Films of finite thickness}

Let each body be a slab of thickness $t$. A slab is a half-space from which the half-space starting at depth $t$ has been removed. Write $F(D)=A/(12\pi D^2)$ for the work between half-spaces. Removing the deep part of either body subtracts $F(D_0+t)$. The pairs with both atoms in the deep parts have then been subtracted twice, so $F(D_0+2t)$ is restored once:
\begin{equation}
W_t=\frac{A}{12\pi}\left[\frac1{D_0^2}-\frac2{(D_0+t)^2}
+\frac1{(D_0+2t)^2}\right].
\label{eq:slab}
\end{equation}
For $t\gg D_0$ the last two terms tend to $-2/t^2+1/(4t^2)$, so that
\begin{equation}
\frac{W_t}{W}\simeq1-\frac{7D_0^2}{4t^2}.
\end{equation}
For $t\ll D_0$ the bracket is a second difference of $D^{-2}$ with step $t$. It tends to $t^2\,d^2(D^{-2})/dD^2=6t^2/D_0^4$ at $D=D_0$, hence $W_t\simeq At^2/(2\pi D_0^4)$. This is also what \eqref{eq:ring} gives for two thin sheets with $\rho_1t$ and $\rho_2t$ atoms per area. In this limit the bracket is a small difference of large terms, and code that evaluates it term by term loses digits. Over a common denominator, with $m=D_0+t$, the same bracket reads
\begin{equation}
\frac{2t^2(3m^2-t^2)}{m^2D_0^2(D_0+2t)^2},
\end{equation}
which is exact and avoids the cancellation at every thickness.

The same bookkeeping handles a film of thickness $t$ on a thick backing, on both sides of the interface. With $x=D_0^2/(D_0+t)^2$ and $y=D_0^2/(D_0+2t)^2$,
\begin{equation}
W=\frac{1}{12\pi D_0^2}\left[(1-2x+y)A_{ff}+2(x-y)A_{fb}+yA_{bb}\right],
\label{eq:stack}
\end{equation}
where $A_{ff}$, $A_{fb}$ and $A_{bb}$ are the pairwise Hamaker constants for film--film, film--backing and backing--backing. The middle weight is $F(D_0+t)-F(D_0+2t)$ for each of the two film--backing combinations, divided by $F(D_0)$. The weights add up to one, so equal constants restore \eqref{eq:main}. When the constants are of similar size, a film much thicker than $D_0$ thus controls the dispersion adhesion. A backing with a much larger constant calls for a thicker film: for $A_{bb}=100A_{ff}$ and $A_{fb}=10A_{ff}$, the film--film term supplies 74\% of $W$ at $t=10D_0$ and 96\% at $t=30D_0$.

\section{Repulsion and the net work}
\label{sec:rep}

Equation \eqref{eq:energy} falls without limit as $D\to0$, so attraction alone cannot fix the contact gap. Add a pair repulsion $B/r^{12}$. The three integrations proceed as before:
\begin{align}
\int_0^\infty\frac{2\pi s\,ds}{(s^2+z^2)^6}&=\frac{\pi}{5z^{10}},&
\int_h^\infty\frac{\pi\,dz}{5z^{10}}&=\frac{\pi}{45h^9},\nonumber\\
\int_D^\infty\frac{\pi\,dh}{45h^9}&=\frac{\pi}{360D^8}.
\end{align}
With $a=A/(12\pi)$ and $b=\pi B\rho_1\rho_2/360$, the total energy per area is
\begin{equation}
E_\mathrm{tot}(D)=-\frac a{D^2}+\frac b{D^8}.
\end{equation}
Its derivative $2a/D^3-8b/D^9$ vanishes at the equilibrium gap $D_e$, where $b=aD_e^6/4$. The second derivative there is $-6a/D_e^4+72b/D_e^{10}=12a/D_e^4>0$, so this is a minimum. Substituting $b$,
\begin{equation}
-E_\mathrm{tot}(D_e)=\frac a{D_e^2}-\frac a{4D_e^2}
=\frac34\,\frac{A}{12\pi D_e^2}.
\label{eq:threequarters}
\end{equation}
In this continuum model repulsion cancels a quarter of the attractive work. Discrete atomic planes give a different fraction: for the simple cubic crystals of the next section, averaged over registry and in equilibrium with their outermost planes one spacing apart, the net fraction is $1-2\zeta(4)\zeta(9)/[5\zeta(3)\zeta(10)]\simeq0.64$. The factor also depends on the form of the repulsion. For a pair repulsion proportional to $r^{-n}$ with $n>6$, the repulsive energy varies as $D^{-(n-4)}$, and the same steps give $(n-6)/(n-4)$, which is $3/4$ for $n=12$. If $D_0$ has been fitted so that \eqref{eq:main} reproduces a known net adhesion energy, the factor is already inside $D_0$ and must not be applied again.

To relate $B$ to the gap, insert $a=\pi C\rho_1\rho_2/12$ in $b=aD_e^6/4$. Then $B/360=CD_e^6/48$, or $B=7.5\,CD_e^6$. An isolated pair has its minimum at $r_m^6=2B/C=15D_e^6$, so $r_m\simeq1.57D_e$. Even in this continuum model the gap is clearly shorter than the preferred atomic distance.

The traction also changes near contact:
\begin{equation}
P_\mathrm{tot}(D)=\frac{2a}{D^3}\left[1-\left(\frac{D_e}{D}\right)^6\right].
\label{eq:traction}
\end{equation}
It is zero at $D_e$, as equilibrium requires. Setting the derivative of $D^{-3}-D_e^6D^{-9}$ to zero gives $D^6=3D_e^6$. The peak therefore lies at $D=3^{1/6}D_e\simeq1.20D_e$, with the value $2/(3\sqrt3)\simeq0.385$ times the purely attractive pressure $2a/D_e^3$. A separation law that starts from \eqref{eq:pressure} at full strength overstates the peak traction of this model by a factor of 2.6.

\section{What the contact gap means for a crystal}

Consider two simple cubic crystals of the same atoms, with plane spacing $d$ and $\rho=1/d^3$. Let their outermost planes be $z_0$ apart. Each plane represents a layer of thickness $d$ centred on it, so the continuum face lies $d/2$ outside the outermost plane. The continuum gap is then
\begin{equation}
D=z_0-d .
\end{equation}
When the planes are one lattice spacing apart this gap is zero and \eqref{eq:energy} diverges, although the crystal energy is finite. Contact lies outside the range in which the geometrical gap can be used.

First treat each plane as a uniform sheet with $1/d^2$ atoms per area. By \eqref{eq:ring}, two sheets a distance $z$ apart attract with energy $\pi C/(2d^4z^4)$ per area. There are $k$ pairs of planes at distance $z_0+(k-1)d=D+kd$, so
\begin{equation}
W_\mathrm{cr}=\frac{\pi C}{2d^4}\sum_{k=1}^\infty\frac{k}{(D+kd)^4}.
\label{eq:crystal}
\end{equation}

\textbf{Wide gap.} The continuum replaces $g(z)=z^{-4}$ by its average over two layers of thickness $d$. Positions spread uniformly over a layer have variance $d^2/12$, and two independent layers give $d^2/6$. To leading order the average is $g+\tfrac12(d^2/6)g''=g+d^2g''/12$. In \eqref{eq:crystal} a derivative with respect to $z$ is a derivative with respect to $D$, so the crystal and continuum works are related by
\begin{equation}
W_\mathrm{cr}\simeq F(D)-\frac{d^2}{12}F''(D)
=F(D)\left(1-\frac{d^2}{2D^2}\right),
\label{eq:wide}
\end{equation}
because $F''=6F/D^2$. The crystal attracts slightly less: $g$ is convex, so spreading the atoms through a layer raises the average.

\textbf{Crystal contact.} At $z_0=d$, that is $D=0$, the sum in \eqref{eq:crystal} becomes $d^{-4}\sum_k k^{-3}=\zeta(3)/d^4$. With $A=\pi^2C/d^6$,
\begin{equation}
W_\mathrm{cr}=\frac{\pi C\zeta(3)}{2d^8}=\frac{A\,\zeta(3)}{2\pi d^2}.
\end{equation}
Setting this equal to $A/(12\pi D_0^2)$ defines the effective contact gap,
\begin{equation}
D_0=\frac{d}{\sqrt{6\zeta(3)}}\simeq\frac{d}{2.69}.
\label{eq:cutoff}
\end{equation}
Using $d$ itself in \eqref{eq:main} would lower the work by $6\zeta(3)\simeq7.2$, the factor quoted at the start.

The uniform sheet is the average over all lateral positions of one crystal relative to the other, since averaging a lattice sum over the unit cell turns it into the integral over the plane. A fixed registry departs from this average, as the numbers below show. Equation \eqref{eq:cutoff} was derived for rigid simple cubic crystals at $z_0=d$, and its ratio changes if the outermost planes are a different distance apart. It is also matched to the work alone. Differentiating \eqref{eq:crystal} gives the attractive traction $2\pi C\zeta(4)/d^9$ at $D=0$, whereas \eqref{eq:pressure} with this $D_0$ gives a value 1.49 times as large. A gap fitted to the energy does not also give the right force.

\section{A worked interface}

Take identical solids with the round model parameters $C=100\,E_\mathrm{h}a_0^6$ and $d=5\,a_0$, so $\rho=1/125=0.008\,a_0^{-3}$. Choose the contact gap $D_0=3\,a_0$. Then
\begin{align}
A&=\pi^2(100)(0.008)^2=0.0632\,E_\mathrm{h}=2.75\times10^{-19}\,\mathrm J,\\
W&=\frac{0.063165}{12\pi(3)^2}=1.86\times10^{-4}\,E_\mathrm{h}/a_0^2
=0.29\,\mathrm{J/m^2}.
\end{align}
The energy per created surface is half of this, $0.145\,\mathrm{J/m^2}$. The attractive pressure at contact is $2W/D_0=1.24\times10^{-4}\,E_\mathrm{h}/a_0^3$, or 3.65~GPa. Direct integration of the pair energies, and separately of the pair forces along the separation path, agrees with these formulas within the tested relative tolerance of $10^{-5}$; the values are in the numerical output.

For slabs, \eqref{eq:slab} gives the fractions
\begin{align}
t=D_0:&\quad 1-\tfrac24+\tfrac19=0.611,\\
t=10D_0:&\quad 1-\tfrac2{121}+\tfrac1{441}=0.986 .
\end{align}
Slabs only $3\,a_0$ thick already supply 61\% of the half-space work. Such a thickness is below one lattice spacing here, so that figure describes the continuum formula, not a real film.

With $B=7.5\,CD_0^6=5.47\times10^5\,E_\mathrm{h}a_0^{12}$, a numerical search on the integrated pair energies finds the minimum at $3.00\,a_0$. The net work is $0.217\,\mathrm{J/m^2}$, which is 0.750 of the attractive work, as \eqref{eq:threequarters} requires. By \eqref{eq:traction} the peak traction is $0.385\times3.65\simeq1.4$~GPa. These are continuum values at a gap below one plane spacing and do not describe the crystal. The same $C$, $B$ and $d$ on rigid simple cubic lattices with atoms facing atoms give a minimum at $z_0=4.55\,a_0$, a net work of $0.77\,\mathrm{J/m^2}$ (0.63 of the attractive work there) and a peak traction of about 6.2~GPa.

Lattice sums over individual atoms in the nearer planes, with atoms facing atoms, test \eqref{eq:wide}. The ratio of crystal to continuum work is 0.97053 at $D=4d$ and 0.99505 at $D=10d$, against predictions of 0.96875 and 0.99500. The differences are smaller than $(d/D)^4$, consistent with a leading-order formula.

At crystal contact the same parameters give:
\begin{center}
\begin{tabular}{lcc}
Registry & $W$ (J/m$^2$) & effective $D_0$ ($a_0$)\\
averaged & 0.753 & 1.86\\
on-top & 0.821 & 1.78\\
hollow & 0.699 & 1.93
\end{tabular}
\end{center}
At equal plane spacing, the on-top registry lies 9\% above the average and the hollow registry 7\% below it. Real surfaces would also change their spacing with registry, which this comparison does not allow. The table counts only the $r^{-6}$ term. An undamped term $-C_8/r^8$ would add the fraction $2\zeta(5)C_8/[3\zeta(3)Cd^2]$ to the averaged work, about 0.58 for an argon-like ratio $C_8/C\simeq25\,a_0^2$.

The choice of $D_0$ matters far more. Going from $3\,a_0$ to $1.86\,a_0$ raises $W$ by $(3/1.86)^2\simeq2.6$, with $C$ and $\rho$ unchanged. For small changes $\delta W/W=-2\,\delta D_0/D_0$, so a 5\% uncertainty in the contact gap is a 10\% uncertainty in the adhesion energy. An implementation should therefore store $D_0$ with the way it was obtained: from a lattice sum, from an equilibrium with repulsion, or from a fit to a net work. These definitions generally give different lengths, and a value from one cannot be moved into a formula based on another without conversion.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Pair coefficient C = 100.0 E_h a0^6
Plane spacing d = 5.0 a0
Atom density rho = 0.0080 a0^-3
Contact gap D0 = 3.0 a0 = 0.1588 nm
Hamaker constant A = 0.063165 E_h = 2.7539e-19 J
Atom-half-space energy at D0, quadrature = -1.551404e-02 E_h
Atom-half-space energy at D0, formula = -1.551404e-02 E_h
Adhesion work W, quadrature = 1.861685e-04 E_h/a0^2
Adhesion work W, formula = 1.861685e-04 E_h/a0^2
Adhesion work W, formula = 0.2898 J/m^2
Energy per surface W/2 = 0.1449 J/m^2
Pressure at D0, from pair forces = 1.241123e-04 E_h/a0^3
Pressure at D0, formula = 1.241123e-04 E_h/a0^3
Pressure at D0, formula = 3.6515 GPa
Work from integrated pressure = 1.861685e-04 E_h/a0^2
Fraction of W for slabs of thickness 1 D0 = 0.6111
Fraction of W for slabs of thickness 10 D0 = 0.9857
Repulsion coefficient B = 5.4675e+05 E_h a0^12
Repulsion energy at D0, quadrature = 4.654211e-05 E_h/a0^2
Gap at energy minimum with repulsion = 3.0000 a0
Net work from that minimum = 0.2174 J/m^2
Net work / attractive work at that gap = 0.7500
Lattice / continuum work at D = 4 d: 0.97053
Lattice / continuum work at D = 10 d: 0.99505
Predicted effective D0 = d/sqrt(6 zeta(3)) = 1.8618 a0
Ratio d / effective D0 = 2.6856
Crystal contact, averaged: W = 0.7526 J/m^2
Crystal contact, averaged: effective D0 = 1.8618 a0
Crystal contact, on-top: W = 0.8209 J/m^2
Crystal contact, on-top: effective D0 = 1.7826 a0
Crystal contact, hollow: W = 0.6988 J/m^2
Crystal contact, hollow: effective D0 = 1.9320 a0
\end{verbatim}
